# Average velocity of streaming carriers limited by optical-phonon emission

**Q.** A constant force keeps adding momentum to a carrier. In a strong field I would expect its velocity to grow without end. How can there be a definite drift velocity at all?

**A.** The carrier can lose in one event what it gained over a long flight. Once its kinetic energy reaches the energy $w$ of an optical phonon, it can emit one. If emission is fast, the motion becomes a repeated cycle of acceleration and sudden loss, called streaming, and the drift velocity is the average over that cycle.

I take one dimension, a uniform and steady force of magnitude $F$, and a parabolic band with effective mass $m$:

$$E(p)=\frac{p^2}{2m},\qquad v=\frac{dE}{dp}=\frac{p}{m}.$$

Hartree atomic units are used, so $\hbar=e=m_e=1$, and $p$ is the crystal momentum. The positive direction is that of the force on the carrier, so the sign of its charge plays no further part.

**Q.** A real carrier also meets impurities, acoustic phonons and optical phonons that it can absorb. Where have they gone?

**A.** They are left out, and that is a condition on the result. The lattice is cold enough that absorption is negligible, and no other scattering occurs during a flight. All optical phonons have the same energy $w$, whatever their momentum. Finally, emission happens at the instant when $E=w$. This last assumption can be relaxed later.

**Q.** Then what is the state just after emission? You seem to need the carrier to stop dead.

**A.** Energy conservation makes it stop. Just before emission the kinetic energy is $w$, and the phonon takes $w$, so

$$E_{\text{after}}=w-w=0\quad\Rightarrow\quad p_{\text{after}}=0.$$

The momentum just before emission, $p_0$, follows from the threshold condition:

$$\frac{p_0^2}{2m}=w\quad\Rightarrow\quad p_0=\sqrt{2mw}.$$

The positive root applies because the force drives the carrier from $p=0$ towards positive momentum. The phonon carries away $p_0$, which it can do because its energy is the same at every momentum. The velocity at phonon energy is

$$v_0=\frac{p_0}{m}=\sqrt{\frac{2w}{m}}.$$

The carrier is then back at $p=0$ under the same force, so the next cycle repeats the first.

**Q.** So the velocity swings between zero and $v_0$. You can't simply take the midpoint of two extremes and call it the average.

**A.** Not in general. The average is the distance covered in one cycle divided by its duration. With the clock started at $p=0$, the equation of motion gives

$$\frac{dp}{dt}=F\quad\Rightarrow\quad p(t)=Ft,\qquad v(t)=\frac{Ft}{m}.$$

The cycle ends when $p=p_0$, so its duration is

$$T=\frac{p_0}{F}.$$

The distance covered is

$$L=\int_0^T\frac{Ft}{m}\,dt=\frac{FT^2}{2m}=\frac{p_0^2}{2mF}=\frac{w}{F}.$$

The third form uses $FT=p_0$, and the last uses the threshold condition. It also says that the work $FL$ done by the force in one cycle equals the phonon energy. Dividing,

$$v_{\text{avg}}=\frac{L}{T}=\frac{w/F}{p_0/F}=\frac{w}{p_0}.$$

Now insert $w=p_0^2/2m$:

$$v_{\text{avg}}=\frac{p_0}{2m}=\frac{v_0}{2}=\sqrt{\frac{w}{2m}}.$$

The midpoint is correct here because the velocity rises linearly in time, so equal intervals of velocity take equal times.

**Q.** The force has vanished from the answer. Surely a stronger field must push the carriers faster?

**A.** It accelerates them faster, but they reach the threshold sooner. Doubling $F$ halves both the length and the duration of a cycle, and their ratio stays the same. What does grow with $F$ is the number of phonons emitted per unit time, $1/T=F/p_0$.

Take round model parameters, not assigned to any material: $m=0.2$, $w=0.0035$ hartree and $F=2\times10^{-5}$ a.u. They illustrate the classical cycle; whether a real carrier could follow it at this force is taken up at the end. Then

$$p_0=\sqrt{2(0.2)(0.0035)}=0.0374\ \text{a.u.},\qquad v_0=\frac{0.0374}{0.2}=0.187\ \text{a.u.}$$

The cycle has

$$T=\frac{0.037417}{2\times10^{-5}}=1871\ \text{a.u.},\qquad L=\frac{0.0035}{2\times10^{-5}}=175\ \text{bohr},$$

and therefore

$$v_{\text{avg}}=\frac{175}{1871}=0.0935\ \text{a.u.}=2.05\times10^5\ \text{m/s}.$$

At half the force the cycle takes 3742 a.u. and covers 350 bohr. At twice the force it takes 935 a.u. and covers 87.5 bohr. Integrating the equation of motion numerically up to the threshold gives the same average velocity in all three cases, as the numerical output shows.

**Q.** If I let that formula run down to zero field, I get a finite drift velocity with no force. That is absurd.

**A.** It would be, but the assumptions fail first. As $F$ decreases, $T=p_0/F$ grows, and eventually some other scattering event interrupts the flight. If $\tau$ is the typical time between such events, streaming needs $T\ll\tau$, or

$$F\gg\frac{p_0}{\tau}.$$

When $F$ is comparable to $p_0/\tau$, many flights are interrupted before the threshold. When $F\ll p_0/\tau$, a single flight from rest almost never reaches the phonon energy, and the present cycle does not describe the motion. If the other scattering is elastic, the carrier can still climb to $w$ over many interrupted flights, but its drift velocity is then far below $v_0/2$.

**Q.** You have averaged one carrier over time. A current measures many carriers at one instant. If they all start together, they will all speed up and stop together.

**A.** In the ideal model they will, and their common velocity will remain a sawtooth. A steady current requires their positions in the cycle to be evenly spread. Let $f(p)$ be the steady momentum distribution, normalized to one. Between $0$ and $p_0$ there is no scattering, only drift through momentum space at the rate $dp/dt=F$. Steadiness requires the flow $Ff$ to be the same at every $p$:

$$F\frac{df}{dp}=0\quad\Rightarrow\quad f(p)=\frac{1}{p_0},\qquad 0<p<p_0.$$

The carriers leaving at $p_0$ re-enter at $p=0$, which closes the flow. This assumes that the carriers are dilute, so that the states they enter are almost always empty. The average over carriers is then

$$\int_0^{p_0}\frac{p}{m}\,\frac{dp}{p_0}=\frac{p_0}{2m}=\frac{v_0}{2},$$

in agreement with the time average. The mean energy follows from the same distribution:

$$\langle E\rangle=\int_0^{p_0}\frac{p^2}{2m}\,\frac{dp}{p_0}=\frac{p_0^2}{6m}=\frac{w}{3}.$$

For the example this is 0.00117 hartree. It is larger than the energy of a carrier moving steadily at the average velocity, $m(v_0/2)^2/2=w/4$, because the velocities are spread about their mean.

**Q.** Suppose I record the velocity at evenly spaced points along the path instead. Should I not find $v_0/2$ again?

**A.** No. The carrier crosses the later part of its path quickly, so equal distances give more weight to high velocities than equal times do. Since $dx=v\,dt$, the average over distance is

$$\frac{\int_0^L v\,dx}{L}=\frac{\int_0^T v^2\,dt}{\int_0^T v\,dt}
=\frac{F^2T^3/3m^2}{FT^2/2m}=\frac{2FT}{3m}=\frac{2v_0}{3}.$$

That is 0.125 a.u. in the example, against 0.0935 a.u. for the time average. The drift velocity that enters the current is the time average, because the current density is the charge density of the carriers times their mean velocity at a given instant.

**Q.** A short device may not contain many cycles. How wrong is $v_0/2$ for a carrier that has only just started?

**A.** Let it start at $p=0$ and travel for a time $t=NT+s$, with $N$ complete cycles and a remainder $0\le s<T$. Its distance is $x=NL+Fs^2/2m$. Subtract the distance it would cover at the steady average, using $L=v_0T/2$ and $v_0=FT/m$:

$$x-\frac{v_0t}{2}=\frac{Fs^2}{2m}-\frac{v_0s}{2}=-\frac{F}{2m}\,s(T-s).$$

The carrier is therefore never ahead of the steady average. The product $s(T-s)$ is largest at $s=T/2$, where it equals $T^2/4$, so the lag is at most

$$\frac{FT^2}{8m}=\frac{L}{4}.$$

Dividing by $t$ and using $L/4=v_0T/8$, the average velocity so far lies below $v_0/2$ by at most $v_0T/8t$. Relative to $v_0/2$, this is at most $T/4t$. After ten cycle times the shortfall is no more than 2.5 percent. In the example, ten cycles cover 1750 bohr. A device much shorter than one cycle length sees ballistic motion from rest, and the streaming average does not apply to it.

**Q.** Your factor of one half relied on velocity being proportional to momentum. At high energy a band need not stay parabolic.

**A.** Then the factor changes, but part of the argument survives. Take any band that rises steadily from $E(0)=0$ and reaches $w$ at $p_0$. The flight still lasts $T=p_0/F$, because $dp/dt=F$ does not depend on the band. With $dt=dp/F$, the distance is

$$L=\int_0^T v\,dt=\frac1F\int_0^{p_0}\frac{dE}{dp}\,dp=\frac{w}{F}.$$

Thus $v_{\text{avg}}=w/p_0$ still holds. The ratio to the velocity at threshold depends on the shape of the band. For the nonparabolic form

$$E(1+aE)=\frac{p^2}{2m},$$

differentiation with respect to $p$ gives

$$(1+2aE)\frac{dE}{dp}=\frac pm\quad\Rightarrow\quad v=\frac{p}{m(1+2aE)}.$$

At threshold $p_0^2=2mw(1+aw)$, and therefore

$$\frac{v_{\text{avg}}}{v_0}=\frac{w}{p_0}\,\frac{m(1+2aw)}{p_0}
=\frac{mw(1+2aw)}{2mw(1+aw)}=\frac{1+2aw}{2(1+aw)}.$$

Here $v_0$ is the velocity at phonon energy in this band. For $a=0$ the ratio is one half, and for $a>0$ it is larger, because the velocity rises quickly at first and then more slowly.

With $a=20$ per hartree, $aw=0.07$ and the ratio is $1.14/2.14=0.533$, which the numerical integration confirms.

**Q.** So nonparabolicity makes the carriers faster?

**A.** It raises the ratio but lowers the velocity itself. The threshold momentum increases from 0.0374 to 0.0387 a.u., so each flight takes longer while covering the same distance $w/F$. The average falls from 0.0935 to 0.0904 a.u., about 3 percent. The velocity at threshold falls more, from 0.187 to 0.170 a.u., and this is why the ratio goes up.

**Q.** I still object to emission at the very instant when the threshold is reached. A quantum transition has a finite rate. The carrier must overshoot the threshold, and then it does not restart from rest.

**A.** Let the emission rate be zero below threshold and a constant $W$ above it, again in the parabolic band. The delay after crossing $p_0$ is then random, with mean $1/W$. During the delay the force adds a mean momentum $F/W$, so the momentum $p_e$ at emission has the mean

$$\langle p_e\rangle=p_0+\frac FW.$$

After emission the energy is $p_e^2/2m-w$, so the next flight starts from

$$p_s=\pm\sqrt{p_e^2-p_0^2}.$$

I assume that both signs are equally likely, which gives $\langle p_s\rangle=0$. A flight from $p_s$ to $p_e$ lasts $(p_e-p_s)/F$, with mean

$$\langle T\rangle=\frac{p_0+F/W}{F}.$$

The length of a flight is its energy gain divided by $F$. Over many flights the total gain must match the total energy given to phonons, apart from the difference between the first and last kinetic energies. As long as the energy does not build up from flight to flight, that difference becomes negligible per flight, so the mean gain is $w$ and the mean length is again $w/F$. The long-time velocity is the ratio of these means:

$$v_{\text{avg}}=\frac{w}{p_0+F/W}=\frac{v_0}{2}\,\frac{1}{1+F/(Wp_0)}.$$

The small parameter $F/(Wp_0)$ is the mean emission delay $1/W$ divided by the ideal cycle time $p_0/F$. When it goes to zero, the result for immediate emission returns.

**Q.** That correction has the wrong sign. The carriers now exceed $v_0$, and yet you say that they are slower on average?

**A.** The overshoot adds speed at the end of a flight, but half of the next flights start backwards, and those carriers must first be brought to rest. The sign of the change depends on how the restarts are shared between the two directions. Suppose instead that every carrier restarted forwards. Keep $F/(Wp_0)$ small. A fast carrier that restarts forwards loses only about $p_0^2/2p$ of momentum per phonon, so above $p\approx Wp_0^2/2F$ the force gives more than emission removes and the energy builds up without limit. A small $F/(Wp_0)$ does not remove this runaway, but it makes reaching such a momentum very rare. For each emission above threshold,

$$p_s=\sqrt{(p_e-p_0)(p_e+p_0)}>p_e-p_0,$$

because $p_e+p_0>p_e-p_0$. Hence $p_e-p_s<p_0$. Over many flights without such a build-up, the mean momentum gained per flight would then be less than $p_0$, while the mean energy gained would still be $w$. The average velocity would exceed $v_0/2$. The change would also be larger than in the equal-chance model. For a small overshoot, $p_s\approx\sqrt{2p_0(p_e-p_0)}$, so $p_s/p_0$ is of order $\sqrt{F/(Wp_0)}$, which is much larger than $F/(Wp_0)$ itself when both are small. With equal chances this large term cancels between the two directions. A real emission process may favour one direction, so the correction above belongs to the stated model.

**Q.** You also assumed that each flight begins below threshold. A large overshoot could leave enough energy for another emission at once.

**A.** That sets the limit of the formula. The starting energy stays below $w$ if $p_e^2<2p_0^2$, or $p_e<\sqrt2\,p_0$. For a carrier that crosses the threshold at $p_0$, violating this requires a delay longer than $(\sqrt2-1)p_0/F$. With a constant rate the chance of such a delay is

$$\exp\!\left[-\left(\sqrt2-1\right)\frac{Wp_0}{F}\right],$$

and it must be small.

A Monte Carlo calculation that follows successive flights, including those that start above threshold, tests the formula at the force of the example:

- For $W=0.01$ a.u., $F/(Wp_0)=0.0535$. The simulated $v_{\text{avg}}/v_0$ is 0.4748 and the formula gives 0.4746.
- For $W=0.02$ a.u., $F/(Wp_0)=0.0267$. The values are 0.4871 and 0.4870.
- For $W=0.04$ a.u., $F/(Wp_0)=0.0134$. The values are 0.4935 and 0.4934.

The chance of passing energy $2w$ is about $4\times10^{-4}$ in the first case and far smaller in the other two. The test accepts a relative difference of two parts in a thousand, so the differences in the fourth decimal should not be interpreted. The reduction below one half is well resolved: about 5 percent at the lowest rate, and about half as much each time $W$ doubles.

These rates test the classical formula and do not describe a real emission process. They exceed $w$, and a state that decays so fast has too large an energy width for a sharp threshold. In the model, however, $v_{\text{avg}}/v_0$ depends only on $F/(Wp_0)$. Dividing both $F$ and $W$ by 100 therefore gives the same ratios, with $W$ between about $0.03w$ and $0.11w$.

**Q.** Then at fixed $W$ your velocity falls slightly as the field rises. In what range may I use the constant value $v_0/2$?

**A.** Where the flight is short compared with the time $\tau$ between other scattering events, but long compared with the emission delay:

$$\frac1W\ll\frac{p_0}{F}\ll\tau,
\qquad\text{or}\qquad
\frac{p_0}{\tau}\ll F\ll Wp_0.$$

Such a range exists only if $W\tau\gg1$, so emission above threshold must be much faster than all other scattering. Phonon absorption counts as other scattering. Its rate is of order $NW$, where $N$ is the mean number of phonons already present in each mode, so $NWp_0/F\ll1$ is needed as well. At a given force, faster emission therefore calls for a colder lattice.

The range is written for a rate $W$ that is constant above threshold. If the rate varies with energy, the mean delay after crossing the threshold takes the place of $1/W$.

The sharp threshold adds a condition on $W$ itself. A state that decays at the rate $W$ has an energy width of about $W$ (with $\hbar=1$), so $W\ll w$ is also needed. Together with $1/W\ll p_0/F$ this requires

$$\frac{wp_0}{F}\gg1.$$

In the numerical example this quantity is only 6.5, so no emission rate meets both conditions well. The example shows how the classical cycle works, but a real carrier with this mass and phonon energy would need a much weaker force to follow it closely. The upper limit on $F$ assumes that both directions after emission are equally likely. If forward restarts occur with a chance $q\ne1/2$, then $\langle p_s\rangle/p_0$ is of order $(2q-1)\sqrt{F/(Wp_0)}$, and this must be small as well. For a strong preference this is a stricter condition. Even inside this range the factor one half requires a nearly parabolic band up to the phonon energy, $aw\ll1$ in the form used above, and a path of many cycle lengths.

## Computed values

```
effective mass: 0.2 electron masses
phonon energy: 0.0035 hartree
force: 2.0e-05 a.u.
momentum at phonon energy p0: 0.037417 a.u.
velocity at phonon energy v0: 0.187083 a.u.
cycle time: 1870.83 a.u.
cycle length: 175.000 bohr
time-averaged velocity: 0.093541 a.u.
time-averaged velocity: 2.0464e+05 m/s
ratio to v0: 0.500000
time-averaged energy: 0.0011667 hartree
distance-averaged velocity: 0.124722 a.u.
force 1.0e-05 a.u.: time 3741.66 a.u., length 350.000 bohr, average velocity 0.093541 a.u.
force 4.0e-05 a.u.: time 935.41 a.u., length 87.500 bohr, average velocity 0.093541 a.u.
nonparabolicity alpha: 20.0 per hartree
nonparabolic p0: 0.038704 a.u.
nonparabolic velocity at phonon energy: 0.169754 a.u.
nonparabolic average velocity: 0.090430 a.u.
nonparabolic ratio: 0.532710
emission rate 0.01 a.u.: F/(W p0) = 0.0535, chance to pass twice the phonon energy about 4.3e-04
  average velocity / v0: simulated 0.4748, formula 0.4746
emission rate 0.02 a.u.: F/(W p0) = 0.0267, chance to pass twice the phonon energy about 1.9e-07
  average velocity / v0: simulated 0.4871, formula 0.4870
emission rate 0.04 a.u.: F/(W p0) = 0.0134, chance to pass twice the phonon energy about 3.5e-14
  average velocity / v0: simulated 0.4935, formula 0.4934
```
